# Effective masses normal to a Bragg plane for nearly free electrons

To extract an effective mass at a zone boundary from computed band energies, one must choose how far from the boundary to place the sampling points. If the gap is small, the band bends sharply near the boundary, and a step that suits a free-electron band gives a curvature too small in magnitude. For a weak potential, in the approximation that keeps only the two plane waves degenerate at the boundary, the curvature and the width of the region in which it can be measured are both fixed by two energies: the magnitude of the Fourier component of the potential that opens the gap, and the free-electron energy at the midpoint of the reciprocal lattice vector.

Consider one electron in a weak, local, periodic potential. In the algebra I use atomic units, so that $\hbar=m=1$, where $m$ is the free-electron mass. The potential is

$$V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad V_{-\mathbf G}=V_{\mathbf G}^* .$$

The second relation holds because $V(\mathbf r)$ is real. The average potential $V_{\mathbf 0}$ is set to zero, which only chooses the origin of energy.

A plane wave $\mathbf k$ is coupled by $V_{\mathbf G}$ to the plane wave $\mathbf k-\mathbf G$. The coupling matters most when their kinetic energies are equal, $|\mathbf k|^2=|\mathbf k-\mathbf G|^2$. Expanding the right side gives $\mathbf k\cdot\mathbf G=G^2/2$ with $G=|\mathbf G|$. This is the Bragg plane, which is normal to $\mathbf G$ and passes through $\mathbf G/2$.

Near this plane, keep these two waves and drop all others:

$$\psi=a\,e^{i\mathbf k\cdot\mathbf r}+b\,e^{i(\mathbf k-\mathbf G)\cdot\mathbf r}.$$

This requires every other plane wave coupled to them to differ from them in energy by much more than the coupling. It fails near a line where the Bragg plane of a second vector $\mathbf G'$ cuts the first, if $V_{\mathbf G'}$ or $V_{\mathbf G-\mathbf G'}$ is not negligible, because the wave $\mathbf k-\mathbf G'$ is then nearly degenerate with the two and coupled to at least one of them. Projecting the Schrödinger equation on the two waves gives

$$\begin{pmatrix}|\mathbf k|^2/2 & V_{\mathbf G}\\ V_{\mathbf G}^* & |\mathbf k-\mathbf G|^2/2\end{pmatrix}\begin{pmatrix}a\\ b\end{pmatrix}=E\begin{pmatrix}a\\ b\end{pmatrix}.$$

The upper right element is $V_{\mathbf G}$ because multiplication by $e^{i\mathbf G\cdot\mathbf r}$ turns the second wave into the first.

Now measure the wave vector from the plane. With $\mathbf n=\mathbf G/G$, write

$$\mathbf k=\tfrac12\mathbf G+q\,\mathbf n+\mathbf t,\qquad \mathbf t\cdot\mathbf n=0 .$$

Here $q$ is the signed distance from the plane and $\mathbf t$ is the displacement within it. Subtracting $\mathbf G$ changes the normal component from $G/2+q$ to $-G/2+q$ and leaves $\mathbf t$ alone. The two kinetic energies are therefore

$$\tfrac12\left(\pm\tfrac12G+q\right)^2+\tfrac12t^2=\tfrac18G^2\pm\tfrac12Gq+\tfrac12q^2+\tfrac12t^2 .$$

The first term on the right is the free-electron energy at $\mathbf G/2$,

$$E_0=\tfrac12\left(\tfrac12G\right)^2=\tfrac18G^2 .$$

This definition does not include $t^2/2$, even when the point considered on the plane is far from $\mathbf G/2$. The distinction matters below, because $E_0$ enters the mass through the difference of the two kinetic energies, and $t^2/2$ cancels from that difference.

Let $A=E_0+t^2/2+q^2/2$ be the mean of the diagonal elements and $D=Gq/2$ half their difference. The determinant condition is

$$(A+D-E)(A-D-E)-|V_{\mathbf G}|^2=0 ,$$

or $(E-A)^2=D^2+|V_{\mathbf G}|^2$. Since $G^2=8E_0$, we have $D^2=G^2q^2/4=2E_0q^2$. Hence

$$E_\pm=E_0+\tfrac12t^2+\tfrac12q^2\pm R,\qquad R=\sqrt{|V_{\mathbf G}|^2+2E_0q^2}.$$

The phase of $V_{\mathbf G}$ has dropped out. At $q=0$ the energies are $E_0+t^2/2\pm|V_{\mathbf G}|$, so at fixed $\mathbf t$ the bands are separated by $2|V_{\mathbf G}|$. These two energies are what is meant here by the gap edges. They need not bound a range of energy that is empty for all $\mathbf k$: the lower edge rises with $t^2/2$, and once $t^2/2>2|V_{\mathbf G}|$ it lies above the upper edge at $\mathbf t=0$.

The inverse mass normal to the plane is the second derivative of the energy with respect to $q$. For the root,

$$\frac{dR}{dq}=\frac{2E_0q}{R},\qquad \frac{d^2R}{dq^2}=\frac{2E_0}{R}-\frac{(2E_0q)^2}{R^3}=\frac{2E_0|V_{\mathbf G}|^2}{R^3}.$$

The last step uses $R^2-2E_0q^2=|V_{\mathbf G}|^2$. At $q=0$, where $R=|V_{\mathbf G}|$, the first derivative vanishes and the second is $2E_0/|V_{\mathbf G}|$. The term $q^2/2$ adds 1. With $m$ restored,

$$\boxed{\frac{m}{m^*_\pm}=1\pm\frac{2E_0}{|V_{\mathbf G}|}}$$

with the plus sign for the upper edge and the minus sign for the lower. No approximation was made after the restriction to two waves. In ordinary units the same formula holds with $E_0=\hbar^2(G/2)^2/2m$.

The dependence on $\mathbf t$ is the separate term $t^2/2$. The masses parallel to the plane therefore remain equal to $m$ in this model, and there is no mixed derivative between $q$ and $\mathbf t$. The numerical check confirms this for an oblique $\mathbf G$, a complex $V_{\mathbf G}$ and a point away from $\mathbf G/2$.

For a weak potential, $|V_{\mathbf G}|\ll E_0$, the second term dominates and $m^*_\pm\approx\pm m|V_{\mathbf G}|/2E_0$. Both masses are small in magnitude, and they shrink with the gap. At the lower edge the mass is negative: the energy falls on moving away from the plane along the normal, but rises on moving along the plane from $\mathbf G/2$. The point $\mathbf G/2$ is thus a saddle of the lower band, whereas it is a minimum of the upper band.

That a weaker potential gives a curvature further from the free value $1/m$ may look wrong, since for no potential the electron is free. The resolution lies in the order of the limits. At fixed $q\neq0$, letting $V_{\mathbf G}\to0$ gives $R\to G|q|/2$, and the two energies become the free parabolas centred on $\mathbf 0$ and $\mathbf G$. Sorted by energy, these have a kink where they cross. A small potential rounds the kink over a short range of $q$, and a large change of slope over a short range is a large curvature.

The range follows from comparing the two terms under the root. They are equal at

$$q_c=\frac{|V_{\mathbf G}|}{\sqrt{2E_0}}=\frac{2|V_{\mathbf G}|}{G},$$

because $\sqrt{2E_0}=G/2$. With $u=q/q_c$,

$$R=|V_{\mathbf G}|\sqrt{1+u^2}=|V_{\mathbf G}|\left(1+\frac{u^2}{2}-\frac{u^4}{8}+\dots\right).$$

The parabola with mass $m^*_\pm$ contains the first two terms. The next one, relative to the quadratic term of $R$, is $-u^2/4$. The effective mass describes the band only for $|q|\ll q_c$.

This answers the question of the sampling step. Suppose the curvature is estimated from the three energies at $q=-h$, $0$ and $h$. Because $R$ is even in $q$, its estimated second derivative is $2[R(h)-R(0)]/h^2$. Divided by the true value $2E_0/|V_{\mathbf G}|=|V_{\mathbf G}|/q_c^2$, this gives

$$\frac{2\left(\sqrt{1+u^2}-1\right)}{u^2}=1-\frac{u^2}{4}+\dots,\qquad u=\frac{h}{q_c}.$$

A step of $0.2\,q_c$ makes this part of the curvature about 1% too small, and a step of $q_c$ makes it 17% too small. The free part, 1, is obtained without error because it comes from a pure parabola. As a fraction of the reciprocal lattice vector, $q_c/G=2|V_{\mathbf G}|/G^2=|V_{\mathbf G}|/4E_0$, so the step must be reduced in proportion to the gap.

The large curvature has a direct meaning in terms of the states at the edges. Write $V_{\mathbf G}=|V_{\mathbf G}|e^{i\varphi}$ and let $|+\rangle$ and $|-\rangle$ be the normalized plane waves whose normal wave vectors are $G/2$ and $-G/2$. At $q=0$ the diagonal elements are equal, and the eigenstates are

$$|\chi_\pm\rangle=\frac{1}{\sqrt2}\left(|+\rangle\pm e^{-i\varphi}|-\rangle\right).$$

Indeed, the off-diagonal part of the matrix takes the column $(1,\pm e^{-i\varphi})$ to $\pm|V_{\mathbf G}|(1,\pm e^{-i\varphi})$. The densities of these standing waves are proportional to $1\pm\cos(\mathbf G\cdot\mathbf r+\varphi)$, while this part of the potential is $2|V_{\mathbf G}|\cos(\mathbf G\cdot\mathbf r+\varphi)$. The upper state has its density where the potential is high, and the lower state where it is low.

Neither state carries momentum along the normal, since each contains the two waves with equal weight. The momentum operator $p$ along $\mathbf n$ does, however, connect them:

$$\langle\chi_+|p|\chi_-\rangle=\frac12\left[\frac G2+e^{i\varphi}\left(-\frac G2\right)\left(-e^{-i\varphi}\right)\right]=\frac G2 .$$

To move off the plane, multiply the state by $e^{iq\mathbf n\cdot\mathbf r}$. A local potential is unaffected, and the kinetic energy $p^2/2$ becomes $(p+q)^2/2=p^2/2+qp+q^2/2$. The term $qp$ has no diagonal element, so it acts first in second order. For a state $s$ this gives

$$\frac{m}{m^*_s}=1+2\sum_{n\ne s}\frac{|p_{ns}|^2}{E_s-E_n}.$$

The factor 2 comes from differentiating $q^2$ twice. With the two edge states alone, the energy difference is $\pm2|V_{\mathbf G}|$, and the sum term is $\pm2(G/2)^2/(2|V_{\mathbf G}|)=\pm2E_0/|V_{\mathbf G}|$, as before. The mass is thus light because two states with a large momentum element lie close in energy and repel each other as $q$ grows. The repulsion bends the upper band up and the lower band down by equal amounts; the free kinetic term, 1, makes the two masses unequal in magnitude.

For a worked example take round model parameters: lattice planes 4.0 angstrom apart and $V_{\mathbf G}=0.50$ eV. Then $G=2\pi/(4.0\text{ angstrom})=1.5708$ angstrom$^{-1}$. With $\hbar^2/2m=3.8100$ eV angstrom$^2$,

$$E_0=3.8100\times(0.7854)^2\ \text{eV}=2.350\ \text{eV}.$$

At $\mathbf t=0$ the edges are at $2.350\mp0.500$ eV, that is 1.850 and 2.850 eV, and the gap is 1.000 eV. The mass ratio needs $2E_0/|V_{\mathbf G}|=2\times2.3502/0.50=9.401$, so

$$\frac{m}{m^*_+}=10.40,\qquad \frac{m}{m^*_-}=-8.40 ,$$

or $m^*_+=0.096\,m$ and $m^*_-=-0.119\,m$. Halving the potential to 0.25 eV gives $0.051\,m$ and $-0.056\,m$. The magnitudes do not halve exactly, because the free term 1 does not scale with the potential: the upper mass stays above half its former value ($0.048\,m$), since with $x=9.401$ the new ratio $1+2x$ is less than $2(1+x)$, and the lower mass falls below half in magnitude ($0.060\,m$), since $2x-1$ is greater than $2(x-1)$.

In ordinary units half the difference of the kinetic energies is $(\hbar^2/2m)Gq$, which equals $|V_{\mathbf G}|$ at

$$q_c=\frac{0.50}{3.8100\times1.5708}\ \text{angstrom}^{-1}=0.0835\ \text{angstrom}^{-1}.$$

This is about 5% of $G$. At $q=0.2\,q_c$ the upper band lies at 2.86115 eV and its parabola at 2.86125 eV. The error of 0.0001 eV is 1% of the quadratic part of $R$, which is $0.50\times0.2^2/2=0.010$ eV. At $q=q_c$ the band is at 3.084 eV and the parabola at 3.127 eV. The parabola is now too high by 0.043 eV, whereas the quartic term alone would give 0.063 eV, so at this distance one further term of the series overshoots and leaves an error of 0.020 eV of the opposite sign.

A three-point estimate of the upper mass with the step $q_c$ uses the rise of the band, $3.0839-2.8502=0.2337$ eV, and the free-electron rise over the same distance, $3.8100\times0.0835^2=0.0266$ eV. Their ratio is $m/m^*=8.8$ instead of 10.4. A mesh with about 19 points across the length $G$, which has this spacing, would thus give a curvature 15.5% below the true one (8.79 against 10.40) and a mass of $0.114\,m$ in place of $0.096\,m$.

It remains to ask how good the two-wave formula is for the crystal itself. Take one dimension, with coordinate $z$, and a pure cosine potential $2V_G\cos Gz$ with $V_G>0$. Measure energy in units of $E_0$ and wave vector in units of $G/2$, and put $v=V_G/E_0$ and $X=Gz/2$. The kinetic energy of a wave is then the square of its wave vector, and the potential is $2v\cos2X$. Since $(G/2)^2=2E_0$, the sum over states becomes

$$\frac{m}{m^*_s}=1+4\sum_{n\ne s}\frac{|\kappa_{ns}|^2}{\varepsilon_s-\varepsilon_n},$$

where $\kappa=-i\,d/dX$ and $\varepsilon=E/E_0$.

At the zone boundary the potential is even in $X$, so cosines and sines do not mix. From

$$2v\cos2X\cos X=v(\cos X+\cos3X),$$
$$2v\cos2X\sin X=v(-\sin X+\sin3X),$$

the energies before further mixing are $1+v$ for $\cos X$ and $1-v$ for $\sin X$. Each is coupled by $v$ to a wave of energy 9. That coupling lowers the two energies by $v^2/(8-v)$ and $v^2/(8+v)$, up to terms of order $v^4$:

$$\varepsilon_c=1+v-\frac{v^2}{8}-\frac{v^3}{64},\qquad \varepsilon_s=1-v-\frac{v^2}{8}+\frac{v^3}{64}.$$

The gap is their difference, $2v(1-v^2/64)$. To first order the states acquire the admixtures $-(v/8)\cos3X$ and $-(v/8)\sin3X$. Normalization multiplies the original product of amplitudes by $1-v^2/64$, and the admixed waves, whose wave vector is 3, contribute $3v^2/64$ to the momentum element. Hence $|\kappa_{cs}|=1+v^2/32$ and $|\kappa_{cs}|^2=1+v^2/16$ to this order. The repulsion between the edges becomes

$$\frac{4(1+v^2/16)}{2v(1-v^2/64)}\approx\frac2v\left(1+\frac{v^2}{16}+\frac{v^2}{64}\right)=\frac2v+\frac{5v}{32}.$$

The upper state is also coupled to the state near energy 9 that is mainly $\sin3X$, with an admixture $+(v/8)\sin X$. The magnitude of the momentum element is $|v/8-3v/8|=v/4$, which contributes $4(v^2/16)/(-8)=-v^2/32$. The lower edge receives the same contribution from the cosine state. Altogether, to order $v^2$,

$$\frac{m}{m^*_\pm}=1\pm\left(\frac2v+\frac{5v}{32}\right)-\frac{v^2}{32}.$$

In the example $v=0.50/2.3502=0.213$, so $5v/32=0.033$ and $v^2/32=0.0014$. The predicted changes are $+0.032$ at the upper edge and $-0.035$ at the lower. Diagonalization with 12 plane waves gives $m/m^*=10.432$ and $-8.435$, which are changes of $+0.032$ and $-0.034$. For this potential the two-wave ratios are thus accurate to about 0.4% of their own size.

A second harmonic is more damaging. Add $2V_{2G}\cos2Gz$, with $w=V_{2G}/E_0$ real, of either sign, and of the same order as $v$. In the variable $X$ this is $2w\cos4X$, and

$$2w\cos4X\cos X=w(\cos3X+\cos5X),$$
$$2w\cos4X\sin X=w(-\sin3X+\sin5X).$$

The coupling of the upper state to its wave of energy 9 is now $v+w$, and that of the lower state is $v-w$. The waves of energy 25 lower both edges equally at second order. The gap is therefore, to second order,

$$2v-\frac{(v+w)^2-(v-w)^2}{8}=2v-\frac{vw}{2}=2v\left(1-\frac w4\right).$$

The momentum element changes only at second order. The leading effect on the mass comes from the gap:

$$\pm\frac{2}{v(1-w/4)}\approx\pm\left(\frac2v+\frac{w}{2v}\right).$$

The shift $w/2v$ does not vanish as the potential is made weaker at a fixed ratio of its harmonics. For $w=v$ it is one half, which is comparable with the free term 1. At $v=w=0.05$ diagonalization gives shifts of $+0.503$ and $-0.504$. For this one-dimensional potential with real $w$, the 1 in the formula can therefore be trusted as a separate contribution only if $|V_{2G}|\ll|V_G|$, or if the change of the gap is taken into account. When the potential has further components, whether higher harmonics in one dimension (such as $V_{3G}$ together with $V_{4G}$) or other reciprocal vectors in two or three dimensions, a small $V_{2G}$ is not enough: any pair of components $V_{\mathbf G'}$ and $V_{\mathbf G-\mathbf G'}$ couples the two waves through the intermediate wave $\mathbf k-\mathbf G'$ and adds to their coupling a second-order term proportional to $V_{\mathbf G'}V_{\mathbf G-\mathbf G'}$. The part of this term in phase with $V_{\mathbf G}$ changes the gap at second order in the same way; a part in quadrature with $V_{\mathbf G}$ leaves the gap unchanged at that order.

The second course is simple. If $|V_G|$ is replaced by half the true gap $E_g$ at the boundary,

$$\frac{m}{m^*_\pm}\approx1\pm\frac{4E_0}{E_g},$$

the factor $1-w/4$ is included and the leading shift disappears. In the same case the diagonalized values of $m/m^*$ minus this formula are $-0.006$ at the upper edge and $+0.005$ at the lower. What remains comes mainly from the second-order change of the momentum element. Including the admixtures of the waves of energy 9 and 25, $|\kappa_{cs}|^2=1+v^2/16-w^2/9$, so the remainder is about $\pm(v/8-2w^2/9v)$. It is small compared with the free term 1 only if $w^2\ll v$; at $v=0.02$, $w=0.3$ it is about $\mp1.1$, although the formula with $|V_G|$ is then off by about $\pm7$. For a weak local potential, when band energies are already available, the gap read from them is thus a safer input than the Fourier component of the potential when other components shift the gap at second order, as they do here, and it also gives the scale for the sampling step, $q_c\approx E_g/G$ in atomic units. For a strong potential, with $v$ and $w$ of order 1, neither form is reliable, and the gap form can be the worse of the two.

## Computed results

```
Model parameters and free-electron values
plane spacing = 4.0 angstrom
V_G = 0.50 eV
hbar^2/2m = 3.8100 eV angstrom^2
G = 1.5708 1/angstrom
G/2 = 0.7854 1/angstrom
E0 = 2.3502 eV
2 E0/|V_G| = 9.4008 (no unit)
Two-wave model
lower edge = 1.8502 eV
upper edge = 2.8502 eV
gap = 1.0000 eV
lower m/m*, formula = -8.4008 (no unit)
lower m/m*, finite differences = -8.4008 (no unit)
lower m*/m = -0.1190 (no unit)
upper m/m*, formula = 10.4008 (no unit)
upper m/m*, finite differences = 10.4008 (no unit)
upper m*/m = 0.0961 (no unit)
q_c = 2|V_G|/G in atomic units = 0.0835 1/angstrom
Error of the parabola, upper band (exact minus parabola)
q/q_c = 0.2: exact energy = 2.86115 eV
q/q_c = 0.2: parabola = 2.86125 eV
q/q_c = 0.2: error = -0.000098 eV
q/q_c = 0.2: quartic term = -0.000100 eV
q/q_c = 1.0: exact energy = 3.08389 eV
q/q_c = 1.0: parabola = 3.12678 eV
q/q_c = 1.0: error = -0.042893 eV
q/q_c = 1.0: quartic term = -0.062500 eV
Two-wave model with V_G = 0.25 eV
lower m*/m = -0.0562 (no unit)
upper m*/m = 0.0505 (no unit)
Pure cosine potential, 12 plane waves, V_G = 0.50 eV
lower m/m* = -8.4352, m*/m = -0.1186 (no unit)
upper m/m* = 10.4324, m*/m = 0.0959 (no unit)
predicted size of change in m/m* = 0.0332 (no unit)
Correction tests at V_G/E0 = 0.05
cosine coefficient, computed = 0.15620 (no unit)
cosine coefficient, 5/32 = 0.15625 (no unit)
With V_2G = V_G: change of m/m* from the two-wave formula
lower = -0.5036, upper = 0.5028 (no unit)
Same, after |V_G| is replaced by the true half-gap
lower = 0.0050, upper = -0.0058 (no unit)
```
